# Depletion width of a silicon junction from its measured capacitance: test program

```python
"""
Result under test: a depleted silicon junction has differential capacitance
per area C = eps/W for any doping profile, so 100 nF/cm2 means W near 104 nm.
W   : distance between the two depletion edges (nm)
eps : static permittivity of silicon, eps_r times the vacuum value
N(x): net ionized donor density (nm^-3), negative on the p side
psi : potential drop across the depleted layer (V)
Mobile carriers are then added by solving the nonlinear Poisson equation.
Lengths are in nm, potentials in V, densities in nm^-3 unless stated.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

EPS_R = 11.7                      # round standard value
TARGET_C = 100.0                  # nF/cm2
TEMPERATURE = 300.0               # K
VT = sc.k * TEMPERATURE / sc.e    # thermal voltage, V
EPS = EPS_R * sc.epsilon_0        # F/m
POISSON = sc.e / EPS * 1e9        # e/eps in V nm
TO_NF_CM2 = sc.e * 1e18 * 1e5     # e/(V nm2) to nF/cm2
PER_CM3 = 1e-21                   # cm^-3 to nm^-3
NI = 1e10 * PER_CM3               # rough intrinsic density

# Width from capacitance, in atomic units and in SI units
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
c_si = TARGET_C * 1e-5            # F/m2
c_atomic = c_si / (sc.e**2 / (hartree * bohr**2))
width = EPS_R / (4 * np.pi * c_atomic) * bohr * 1e9
assert abs(width / (EPS / c_si * 1e9) - 1) < 1e-7
assert abs(width - 104) < 1.0

# Doping profiles
ND = 3e17 * PER_CM3
NA_PEAK = 1e19 * PER_CM3
SIGMA = 50.0


def implant(x):
    return ND - NA_PEAK * np.exp(-x**2 / (2 * SIGMA**2))


def step_profile(x):
    return ND if x > 0 else -1e18 * PER_CM3


def linear_profile(x):
    return 1e16 * PER_CM3 * x     # gradient 1e16 cm^-3 per nm


def integral(func, a, junction, b):
    left = quad(func, a, junction, epsabs=1e-13, epsrel=1e-11)[0]
    right = quad(func, junction, b, epsabs=1e-13, epsrel=1e-11)[0]
    return left + right


def p_edge(profile, junction, lowest, xn):
    return brentq(lambda a: integral(profile, a, junction, xn),
                  lowest, junction, xtol=1e-11)


def layer(profile, junction, lowest, xn):
    """p-side edge, uncovered charge (e/nm2) and potential drop (V)."""
    xp = p_edge(profile, junction, lowest, xn)
    charge = quad(profile, junction, xn, epsabs=1e-13, epsrel=1e-11)[0]
    drop = POISSON * integral(lambda x: (x - junction) * profile(x),
                              xp, junction, xn)
    return xp, charge, drop


xj = brentq(implant, 1.0, 400.0)
cases = {"step": (step_profile, 0.0, -1000.0),
         "linear": (linear_profile, 0.0, -1000.0),
         "implant": (implant, xj, 0.0)}
profile_c = {}
for name, (profile, junction, lowest) in cases.items():
    xn_w = brentq(lambda b: b - p_edge(profile, junction, lowest, b) - width,
                  junction + 5, junction + 103)
    d = 0.05
    _, q_hi, psi_hi = layer(profile, junction, lowest, xn_w + d)
    _, q_lo, psi_lo = layer(profile, junction, lowest, xn_w - d)
    profile_c[name] = (q_hi - q_lo) / (psi_hi - psi_lo) * TO_NF_CM2
    assert abs(profile_c[name] / TARGET_C - 1) < 1e-4, name
    if name == "step":
        _, q_mid, psi_mid = layer(profile, junction, lowest, xn_w)
        chord_c = q_mid / psi_mid * TO_NF_CM2
        assert abs(chord_c / (2 * profile_c[name]) - 1) < 1e-4

# Implanted junction in the sharp-edge model
xn0 = xn_w
xp0, q0, psi0 = layer(implant, xj, 0.0, xn0)


def built_in(xp, xn):
    return VT * np.log(-implant(xp) * implant(xn) / NI**2)


bias_sharp = psi0 - built_in(xp0, xn0)
peak_field = POISSON * q0         # V/nm, numerically 10 MV/cm


def sharp_edges(bias):
    def mismatch(b):
        a, _, drop = layer(implant, xj, 0.0, b)
        return drop - built_in(a, b) - bias
    b = brentq(mismatch, xj + 15, xj + 180)
    return p_edge(implant, xj, 0.0, b), b


# Nonlinear Poisson equation with mobile carriers
grid = np.linspace(0.0, 400.0, 1601)
h = grid[1] - grid[0]
doping = implant(grid)


def carriers(bias):
    """Electron and hole densities with flat quasi-Fermi levels."""
    u = bias / VT
    phi = np.arcsinh(doping / (2 * NI)) + np.where(grid > xj, u, 0.0)
    strength = POISSON / VT
    for _ in range(1000):
        p = NI * np.exp(-phi)
        n = NI * np.exp(phi - u)
        residual = ((phi[:-2] - 2 * phi[1:-1] + phi[2:]) / h**2
                    + strength * (p - n + doping)[1:-1])
        bands = np.full((3, len(grid) - 2), 1 / h**2)
        bands[1] = -2 / h**2 - strength * (p + n)[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += np.clip(change, -2, 2)
        if np.max(np.abs(change)) < 1e-8:
            return NI * np.exp(phi - u), NI * np.exp(-phi)
    raise RuntimeError("Poisson solution did not converge")


def response(bias, dv=0.01):
    """Capacitance (nF/cm2) and centroid distance of the moved charge."""
    n_hi, p_hi = carriers(bias + dv / 2)
    n_lo, p_lo = carriers(bias - dv / 2)
    dn, dp = n_lo - n_hi, p_lo - p_hi
    moved_n, moved_p = dn.sum() * h, dp.sum() * h
    assert abs(moved_n / moved_p - 1) < 1e-3
    distance = (grid @ dn) / dn.sum() - (grid @ dp) / dp.sum()
    return moved_p / dv * TO_NF_CM2, distance


bias_full = brentq(lambda v: response(v)[0] - TARGET_C, 0.0, 2.5, xtol=1e-6)
c_full, centroid_distance = response(bias_full)
assert abs(centroid_distance / (EPS / (c_full * 1e-5) * 1e9) - 1) < 1e-3
n, p = carriers(bias_full)
half_n = grid[(grid > xj) & (n > 0.5 * doping)].min()
half_p = grid[(grid < xj) & (p > -0.5 * doping)].max()
half_distance = half_n - half_p
xp_same, xn_same = sharp_edges(bias_full)
sharp_same = xn_same - xp_same
assert abs(sharp_same / width - 1) < 0.06
assert abs(half_distance / width - 1) < 0.10
debye = np.sqrt(VT / (POISSON * ND))

# Effects that act directly on the width (rough typical coefficients)
eps_alt = 11.9
width_alt = width * eps_alt / EPS_R
eps_slope, temp_rise = 1e-4, 50.0           # per K, K
width_temp = width * eps_slope * temp_rise
freq, series_r = 1e6, 0.01                  # Hz, ohm cm2
omega, c_area = 2 * np.pi * freq, TARGET_C * 1e-9
admittance = 1 / (series_r + 1 / (1j * omega * c_area))
series_error = 1 - admittance.imag / omega / c_area
side = 100e3                                # nm
wall_share = 4 * side * (np.pi / 2) * xj / side**2

# Degeneracy: shift of the hole Fermi level from the Boltzmann value
NV = 2.7e19 * PER_CM3                       # rough


def fermi_half(eta):
    f = lambda s: 2 * s**2 / (1 + np.exp(s**2 - eta))
    return 2 / np.sqrt(np.pi) * quad(f, 0, 8)[0]


def degeneracy_shift(density):
    ratio = density / NV
    eta = brentq(lambda e: fermi_half(e) - ratio, -12, 5)
    return VT * (eta - np.log(ratio)) * 1e3


shift_edge = degeneracy_shift(-implant(xp0))
shift_peak = degeneracy_shift(-implant(0.0))

# Avalanche: electron ionization integral with rough coefficients
ION_A, ION_B = 7e5, 1.2e6                   # 1/cm, V/cm
xs = np.linspace(xp0, xn0, 4001)
rho = implant(xs)
dx = xs[1] - xs[0]
field = -POISSON * np.concatenate(
    ([0.0], np.cumsum((rho[1:] + rho[:-1]) / 2) * dx))
assert abs(field.max() / peak_field - 1) < 1e-3
safe_field = np.maximum(field * 1e7, 1e3)   # V/cm
alpha = ION_A * np.exp(-ION_B / safe_field)
ionization = alpha.sum() * dx * 1e-7
assert ionization < 1

# Tunnelling: WKB integral through a triangular barrier at peak field
GAP, MASS = 1.12, 0.2                       # eV, electron masses (rough)
barrier = GAP / peak_field                  # nm
kappa = lambda x: np.sqrt(2 * MASS * sc.m_e * sc.e
                          * max(GAP - peak_field * x, 0.0)) / sc.hbar * 1e-9
log_tunnel = -2 * quad(kappa, 0, barrier)[0] / np.log(10)
assert log_tunnel < -10

print(f"relative permittivity: {EPS_R}")
print(f"capacitance: {TARGET_C:.0f} nF/cm2")
print(f"permittivity of silicon: {EPS*1e-2:.4e} F/cm")
print(f"capacitance in atomic units: {c_atomic:.4e}")
print(f"width in atomic units: {width*1e-9/bohr:.1f} bohr")
print(f"depletion width: {width:.1f} nm = {width*10:.0f} angstrom")
for name, value in profile_c.items():
    print(f"dQ/dpsi at this width, {name} profile: {value:.3f} nF/cm2")
print(f"Q/psi at this width, step profile: {chord_c:.2f} nF/cm2")
print(f"temperature: {TEMPERATURE:.0f} K; kT/e: {VT*1e3:.2f} mV")
print(f"donor background: {ND/PER_CM3:.1e} cm^-3")
print(f"acceptor peak: {NA_PEAK/PER_CM3:.1e} cm^-3")
print(f"implant standard deviation: {SIGMA:.0f} nm")
print(f"intrinsic density (rough): {NI/PER_CM3:.0e} cm^-3")
print(f"junction depth: {xj:.1f} nm")
print(f"sharp edges, p and n side: {xp0:.1f} and {xn0:.1f} nm")
print(f"potential drop, sharp edges: {psi0:.3f} V")
print(f"built-in part: {built_in(xp0, xn0):.3f} V")
print(f"reverse bias, sharp edges: {bias_sharp:.3f} V")
print(f"peak field: {peak_field*10:.3f} MV/cm")
print(f"reverse bias, mobile carriers: {bias_full:.3f} V")
print(f"capacitance, mobile carriers: {c_full:.3f} nF/cm2")
print(f"centroid distance: {centroid_distance:.2f} nm")
print(f"half-density distance: {half_distance:.1f} nm")
print(f"sharp-edge width at the same bias: {sharp_same:.1f} nm")
print(f"Debye length, n side: {debye:.1f} nm")
print(f"width if permittivity is {eps_alt}: {width_alt:.1f} nm")
print(f"permittivity slope (rough): {eps_slope:.0e} per K")
print(f"width change over {temp_rise:.0f} K: {width_temp:.2f} nm")
print(f"series resistance: {series_r} ohm cm2 at {freq/1e6:.0f} MHz")
print(f"capacitance lost to it: {series_error*100:.4f} %")
print(f"diode side: {side/1e3:.0f} um; wall share: {wall_share*100:.2f} %")
print(f"valence-band density (rough): {NV/PER_CM3:.1e} cm^-3")
print(f"degeneracy shift at p edge: {shift_edge:.2f} mV")
print(f"degeneracy shift at implant peak: {shift_peak:.2f} mV")
print(f"ionization A, B (rough): {ION_A:.0e} /cm, {ION_B/1e6:.1f} MV/cm")
print(f"ionization integral (breakdown at 1): {ionization:.4f}")
print(f"gap: {GAP} eV; tunnelling mass (rough): {MASS} m_e")
print(f"tunnelling barrier length: {barrier:.1f} nm")
print(f"log10 of tunnelling probability: {log_tunnel:.1f}")
print("PASS")
```

It prints:

```
relative permittivity: 11.7
capacitance: 100 nF/cm2
permittivity of silicon: 1.0359e-12 F/cm
capacitance in atomic units: 4.7560e-04
width in atomic units: 1957.6 bohr
depletion width: 103.6 nm = 1036 angstrom
dQ/dpsi at this width, step profile: 100.000 nF/cm2
dQ/dpsi at this width, linear profile: 100.000 nF/cm2
dQ/dpsi at this width, implant profile: 100.000 nF/cm2
Q/psi at this width, step profile: 200.00 nF/cm2
temperature: 300 K; kT/e: 25.85 mV
donor background: 3.0e+17 cm^-3
acceptor peak: 1.0e+19 cm^-3
implant standard deviation: 50 nm
intrinsic density (rough): 1e+10 cm^-3
junction depth: 132.4 nm
sharp edges, p and n side: 98.1 and 201.7 nm
potential drop, sharp edges: 1.588 V
built-in part: 0.925 V
reverse bias, sharp edges: 0.663 V
peak field: 0.244 MV/cm
reverse bias, mobile carriers: 0.741 V
capacitance, mobile carriers: 100.000 nF/cm2
centroid distance: 103.59 nm
half-density distance: 101.8 nm
sharp-edge width at the same bias: 105.6 nm
Debye length, n side: 7.5 nm
width if permittivity is 11.9: 105.4 nm
permittivity slope (rough): 1e-04 per K
width change over 50 K: 0.52 nm
series resistance: 0.01 ohm cm2 at 1 MHz
capacitance lost to it: 0.0039 %
diode side: 100 um; wall share: 0.83 %
valence-band density (rough): 2.7e+19 cm^-3
degeneracy shift at p edge: 0.39 mV
degeneracy shift at implant peak: 3.27 mV
ionization A, B (rough): 7e+05 /cm, 1.2 MV/cm
ionization integral (breakdown at 1): 0.0166
gap: 1.12 eV; tunnelling mass (rough): 0.2 m_e
tunnelling barrier length: 45.9 nm
log10 of tunnelling probability: -64.5
PASS
```
